# Nyquist dephasing of time-reversed paths in wires and films: a numerical check

```python
"""
Nyquist dephasing of time-reversed diffusive paths.
Result under test:
  wire: 1/tau_N = (e^2 kT sqrt(D) / (hbar^2 sigma1))^(2/3), and the damped loop
        sum is 2 D Int K exp(-G t) dt = -L_N Ai(G tau_N)/Ai'(G tau_N)
  film: X (ln(c X) + gamma_E - 2) = g, X = kT tau/hbar, g = 2 pi hbar/(e^2 Rsq)
Symbols: D diffusivity, sigma1 = conductivity times cross-section of the wire,
Rsq sheet resistance, kappa = e^2 kT/(hbar^2 sigma1), L_N = (D/kappa)^(1/3),
tau_N = L_N^2/D, K damped return density, G any extra damping rate,
c = cutoff constant in Q^2 = c kT/(hbar D) for the film.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, trapezoid, cumulative_trapezoid
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, sici, j0

rng = np.random.default_rng(12345)
e, hbar, kB, eps0 = const.e, const.hbar, const.k, const.epsilon_0
gamma_E = np.euler_gamma

# ---- Thermal noise of a random resistor-capacitor network (kT = 1) ----
# Equipartition plus relaxation, integrated over time, against 2 kT R.
n_nodes = 8
cond = np.triu(rng.uniform(0.5, 1.5, (n_nodes, n_nodes)), 1)
cond = cond + cond.T
laplacian = np.diag(cond.sum(axis=1)) - cond
caps = rng.uniform(1.0, 2.0, n_nodes)
probe = np.zeros(n_nodes)
probe[0], probe[5] = 1.0, -1.0
dt_net = 0.005
propagator = expm(-dt_net * laplacian / caps[:, None])
state = probe / caps
correlation = []
for _ in range(4001):
    correlation.append(probe @ state)
    state = propagator @ state
noise_integral = 2 * simpson(np.array(correlation), dx=dt_net)
potential = np.zeros(n_nodes)
potential[:-1] = np.linalg.solve(laplacian[:-1, :-1], probe[:-1])
resistance = probe @ potential
assert abs(noise_integral / (2 * resistance) - 1) < 1e-5

# ---- Resistance between points: linear in a wire, logarithmic in a film ----
distance = 1.7
q_top = 2 * np.pi * 400 / distance
q = np.linspace(1e-9, q_top, 400001)
wire_kernel = simpson(2 * np.sin(q * distance / 2)**2 / q**2, x=q) + 1 / q_top
wire_kernel *= 2 / np.pi
assert abs(wire_kernel / distance - 1) < 1e-4

n_lat = 1024
k_lat = 2 * np.pi * np.arange(n_lat) / n_lat
denom = 4 - 2 * np.cos(k_lat)[:, None] - 2 * np.cos(k_lat)[None, :]
denom[0, 0] = np.inf
lattice_green = np.fft.ifft2(1 / denom).real
rise = 2 * (lattice_green[8, 0] - lattice_green[32, 0])
rise_log = np.log(4) / np.pi
assert abs(rise / rise_log - 1) < 5e-3   # finite lattice spacing and size

# ---- Simulated field noise on one lattice loop and on its reverse ----
steps = np.repeat([1, -1], 32)
rng.shuffle(steps)
loop = np.concatenate([[0], np.cumsum(steps)])
loop = loop - loop.min()
reverse = loop[::-1]
separation_sum = np.abs(loop - reverse).sum()
kappa_lat = 0.7 / separation_sum
n_times, n_bonds = len(loop), loop.max()
times = np.arange(n_times)
cosines = []
for _ in range(10):
    bond = rng.normal(0, np.sqrt(2 * kappa_lat), (1500, n_times, n_bonds))
    volt = np.concatenate([np.zeros((1500, n_times, 1)),
                           np.cumsum(bond, axis=2)], axis=2)
    phase = (volt[:, times, loop] - volt[:, times, reverse]).sum(axis=1)
    cosines.append(np.cos(phase))
coherence_sim = np.mean(cosines)
coherence_formula = np.exp(-kappa_lat * separation_sum)
assert abs(coherence_sim - coherence_formula) < 0.025  # over 4 standard errors


def brownian_loops(n_samples, n_steps, duration):
    """Closed diffusive paths with D = 1, one component."""
    dt = duration / n_steps
    walk = np.zeros((n_samples, n_steps + 1))
    walk[:, 1:] = np.cumsum(rng.normal(0, np.sqrt(2 * dt),
                                       (n_samples, n_steps)), axis=1)
    return walk - walk[:, -1:] * np.linspace(0, 1, n_steps + 1)


# ---- Wire: average over real loops against the Airy sum (D = kappa = 1) ----
duration = 1.5
paths = brownian_loops(20000, 256, duration)
action = trapezoid(np.abs(paths - paths[:, ::-1]), dx=duration / 256, axis=1)
survival_mc = np.exp(-action).mean()
zeros = np.abs(ai_zeros(60)[1])
survival_airy = (np.sqrt(4 * np.pi * duration)
                 * np.sum(np.exp(-zeros * duration) / (2 * zeros)))
assert abs(survival_mc - survival_airy) < 0.008


def loop_length(potential_fn, damping=0.0, diff=1.0, span=15.0, n=6000):
    """2 D G(0,0) for -D G'' + (U + damping) G = delta(x), even U."""
    h = span / n
    x = h * np.arange(n)
    bands = np.zeros((3, n))
    bands[0, 1:] = -diff / h**2
    bands[0, 1] = -2 * diff / h**2
    bands[1] = 2 * diff / h**2 + potential_fn(x) + damping
    bands[2, :-1] = -diff / h**2
    source = np.zeros(n)
    source[0] = 2 / h / 2
    source[0] *= 2
    source[0] /= 2
    return 2 * diff * solve_banded((1, 1), bands, source)[0]


def airy_length(x):
    ai, aip, _, _ = airy(x)
    return -ai / aip


for damping in (0.0, 0.5, 2.0):
    assert abs(loop_length(lambda x: x, damping) / airy_length(damping) - 1) < 1e-4
length_1 = loop_length(lambda x: x)
length_8 = loop_length(lambda x: 8 * x)
wire_exponent = -2 * np.log(length_8 / length_1) / np.log(8)
assert abs(wire_exponent - 2 / 3) < 1e-4


def cut_kernel(q_cut):
    """Wire kernel with noise modes above q_cut removed (L_N = 1)."""
    return lambda x: (2 / np.pi) * (x * sici(q_cut * x)[0]
                                    - (1 - np.cos(q_cut * x)) / q_cut)


assert abs(loop_length(cut_kernel(200.0)) / airy_length(0.0) - 1) < 0.01

# ---- Example: rough values for an evaporated bismuth film and wire ----
thick, width, Rsq, D = 50e-9, 100e-9, 100.0, 50e-4
fermi_energy, debye_temp = 0.03 * e, 120.0
sigma1 = width / Rsq
g = 2 * np.pi * hbar / (e**2 * Rsq)
temps = np.array([0.25, 0.5, 1.0, 2.0])


def film_X(c=1.0):
    return brentq(lambda X: X * (np.log(c * X) + gamma_E - 2) - g, 5 / c, 1e7)


nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1) / 2, weights / 2


def film_exponent(t, T):
    """Loop-averaged half phase variance by direct quadrature, c = 1."""
    q_cut = np.sqrt(kB * T / (hbar * D))
    s = nodes * t / 2
    variance = 4 * D * s * (1 - 2 * s / t)
    qq = nodes * q_cut
    inner = ((1 - np.exp(-qq[None, :]**2 * variance[:, None] / 2)) / qq) @ weights
    time_integral = 2 * (t / 2) * (weights @ inner) * q_cut
    return 2 * e**2 * kB * T * Rsq / hbar**2 * time_integral / (2 * np.pi)


X_film = film_X()
film_tau = X_film * hbar / (kB * temps)
film_tau_quad = np.array([
    np.exp(brentq(lambda y: film_exponent(np.exp(y), T) - 1,
                  np.log(t0 / 5), np.log(t0 * 5)))
    for T, t0 in zip(temps, film_tau)])
assert np.max(np.abs(film_tau_quad / film_tau - 1)) < 0.02  # order 1/X terms
film_slope = -np.log(film_tau_quad[-1] / film_tau_quad[0]) / np.log(8)
assert abs(film_slope - 1) < 1e-6

# Film: real two-dimensional loops of duration tau, with Q^2 D = 1 units.
loops_x = brownian_loops(4000, 400, X_film)
loops_y = brownian_loops(4000, 400, X_film)
gap = np.hypot(loops_x - loops_x[:, ::-1], loops_y - loops_y[:, ::-1])
z = np.linspace(0, gap.max() + 1, 20001)
integrand = np.zeros_like(z)
integrand[1:] = (1 - j0(z[1:])) / z[1:]
table = cumulative_trapezoid(integrand, z, initial=0)
film_action = (2 / g) * trapezoid(np.interp(gap, z, table),
                                  dx=X_film / 400, axis=1)
film_mean = film_action.mean()
film_survival = np.exp(-film_action).mean()
assert abs(film_mean - film_exponent(film_tau[2], 1.0)) < 0.015

# ---- Wire numbers ----
kappa = e**2 * kB * temps / (hbar**2 * sigma1)
L_N = (D / kappa)**(1 / 3)
tau_N = L_N**2 / D
L_T = np.sqrt(hbar * D / (kB * temps))
small = hbar / (kB * temps * tau_N)
assert np.allclose(small, e**2 * L_N / (hbar * sigma1), rtol=1e-10)
ratio_eff = airy_length(0.0)
rate_eff = D / (ratio_eff * L_N)**2
rate_cut = np.array([D / (loop_length(cut_kernel(a / b)) * a)**2
                     for a, b in zip(L_N, L_T)])
cut_slope = np.log(rate_cut[-1] / rate_cut[0]) / np.log(8)

# ---- Sizes of neglected effects at 1 K ----
i1 = 2
film_rate = 1 / film_tau
ee_rate = (kB * temps[i1])**2 / (hbar * fermi_energy)
ph_rate = kB * temps[i1] / hbar * (temps[i1] / debye_temp)**2
density = (2 / 3) * fermi_energy / (e**2 * Rsq * thick * D)
log_factor = np.log(X_film) + gamma_E - 2
drift_exponent = 1 - log_factor / (1 + log_factor) / g

print("TESTS")
print(f"network noise / (2 kT R): {noise_integral/(2*resistance):.6f}")
print(f"lattice resistance rise, r = 8 to 32: {rise:.4f}; ln4/pi: {rise_log:.4f}")
print(f"coherence, simulated noise: {coherence_sim:.3f}; formula: {coherence_formula:.3f}")
print(f"wire loops at t = {duration} tau_N: Monte Carlo {survival_mc:.4f}; Airy {survival_airy:.4f}")
print(f"wire exponent from finite differences: {wire_exponent:.5f}")
print(f"film exponent from quadrature: {film_slope:.5f}")
print(f"film loops at t = tau: mean exponent {film_mean:.3f}; mean damping {film_survival:.3f}")
print(f"exp(-mean exponent) for film loops: {np.exp(-film_mean):.3f}")
print("INPUTS (rough, bismuth film regime)")
print(f"thickness {thick*1e9:.0f} nm; wire width {width*1e9:.0f} nm")
print(f"sheet resistance {Rsq:.0f} ohm; D {D*1e4:.0f} cm2/s")
print(f"Fermi energy {fermi_energy/e:.3f} eV; Debye temperature {debye_temp:.0f} K")
print(f"implied carrier density {density*1e-6:.1e} cm^-3")
print(f"sigma1 {sigma1:.2e} m/ohm; g {g:.1f}")
print("WIRE")
print(f"kappa at 1 K: {kappa[i1]:.3e} 1/(m s)")
print(f"L_eff/L_N = -Ai(0)/Ai'(0): {ratio_eff:.4f}; rate factor {1/ratio_eff**2:.4f}")
print(f"slowest decay rate times tau_N: {zeros[0]:.4f}")
for i, T in enumerate(temps):
    print(f"T {T:.2f} K: L_N {L_N[i]*1e9:.0f} nm, tau_N {tau_N[i]*1e12:.1f} ps,"
          f" 1/tau_N {1e-9/tau_N[i]:.2f} 1/ns")
    print(f"   L_T {L_T[i]*1e9:.0f} nm, hbar/(kT tau_N) {small[i]:.3f},"
          f" eff. rate {rate_eff[i]*1e-9:.2f}, with cutoff {rate_cut[i]*1e-9:.2f} 1/ns")
print(f"wire exponent 0.25-2 K with thermal cutoff: {cut_slope:.3f}")
print("FILM")
print(f"X = kT tau/hbar: {X_film:.2f}; log factor {log_factor:.3f}")
for i, T in enumerate(temps):
    print(f"T {T:.2f} K: tau {film_tau[i]*1e12:.0f} ps, rate {film_rate[i]*1e-9:.3f} 1/ns,"
          f" length {np.sqrt(D*film_tau[i])*1e9:.0f} nm")
print(f"quadrature tau at 1 K: {film_tau_quad[i1]*1e12:.0f} ps")
for c in (0.5, 2.0):
    print(f"cutoff c = {c}: rate at 1 K {kB/hbar/film_X(c)*1e-9:.3f} 1/ns")
print(f"film exponent if R drifts by 1/g per unit ln T: {drift_exponent:.4f}")
print("NEGLECTED EFFECTS AT 1 K")
print(f"kT/E_F: {kB*temps[i1]/fermi_energy:.4f}")
print(f"ordinary e-e collisions (rough): {ee_rate*1e-9:.3f} 1/ns")
print(f"   relative to film rate {ee_rate/film_rate[i1]:.3f}; to wire eff. rate {ee_rate/rate_eff[i1]:.3f}")
print(f"   equal to film rate at about {temps[i1]*film_rate[i1]/ee_rate:.1f} K")
print(f"phonons (rough): {ph_rate*1e-9:.4f} 1/ns; relative to film {ph_rate/film_rate[i1]:.4f}")
print(f"width/L_N: {width/L_N[i1]:.3f}; thickness/L_T: {thick/L_T[i1]:.3f}")
print(f"screening lag, film at q = 1/L_T: {2*eps0*D*Rsq/L_T[i1]:.1e}")
print(f"screening lag, wire (capacitance 2 pi eps0): {2*np.pi*eps0*D/sigma1:.1e}")
print(f"wire rate factor if D doubles at fixed sigma1: {2**(1/3):.3f}")
print("checks complete")
```

It prints:

```
TESTS
network noise / (2 kT R): 1.000000
lattice resistance rise, r = 8 to 32: 0.4412; ln4/pi: 0.4413
coherence, simulated noise: 0.492; formula: 0.497
wire loops at t = 1.5 tau_N: Monte Carlo 0.4700; Airy 0.4677
wire exponent from finite differences: 0.66666
film exponent from quadrature: 1.00000
film loops at t = tau: mean exponent 1.009; mean damping 0.372
exp(-mean exponent) for film loops: 0.365
INPUTS (rough, bismuth film regime)
thickness 50 nm; wire width 100 nm
sheet resistance 100 ohm; D 50 cm2/s
Fermi energy 0.030 eV; Debye temperature 120 K
implied carrier density 5.0e+18 cm^-3
sigma1 1.00e-09 m/ohm; g 258.1
WIRE
kappa at 1 K: 3.187e+16 1/(m s)
L_eff/L_N = -Ai(0)/Ai'(0): 1.3717; rate factor 0.5315
slowest decay rate times tau_N: 1.0188
T 0.25 K: L_N 856 nm, tau_N 146.6 ps, 1/tau_N 6.82 1/ns
   L_T 391 nm, hbar/(kT tau_N) 0.208, eff. rate 3.63, with cutoff 2.37 1/ns
T 0.50 K: L_N 680 nm, tau_N 92.4 ps, 1/tau_N 10.83 1/ns
   L_T 276 nm, hbar/(kT tau_N) 0.165, eff. rate 5.75, with cutoff 3.92 1/ns
T 1.00 K: L_N 539 nm, tau_N 58.2 ps, 1/tau_N 17.19 1/ns
   L_T 195 nm, hbar/(kT tau_N) 0.131, eff. rate 9.13, with cutoff 6.46 1/ns
T 2.00 K: L_N 428 nm, tau_N 36.7 ps, 1/tau_N 27.28 1/ns
   L_T 138 nm, hbar/(kT tau_N) 0.104, eff. rate 14.50, with cutoff 10.63 1/ns
wire exponent 0.25-2 K with thermal cutoff: 0.722
FILM
X = kT tau/hbar: 85.36; log factor 3.024
T 0.25 K: tau 2608 ps, rate 0.383 1/ns, length 3611 nm
T 0.50 K: tau 1304 ps, rate 0.767 1/ns, length 2553 nm
T 1.00 K: tau 652 ps, rate 1.534 1/ns, length 1806 nm
T 2.00 K: tau 326 ps, rate 3.068 1/ns, length 1277 nm
quadrature tau at 1 K: 648 ps
cutoff c = 0.5: rate at 1 K 1.276 1/ns
cutoff c = 2.0: rate at 1 K 1.803 1/ns
film exponent if R drifts by 1/g per unit ln T: 0.9971
NEGLECTED EFFECTS AT 1 K
kT/E_F: 0.0029
ordinary e-e collisions (rough): 0.376 1/ns
   relative to film rate 0.245; to wire eff. rate 0.041
   equal to film rate at about 4.1 K
phonons (rough): 0.0091 1/ns; relative to film 0.0059
width/L_N: 0.185; thickness/L_T: 0.256
screening lag, film at q = 1/L_T: 4.5e-05
screening lag, wire (capacitance 2 pi eps0): 2.8e-04
wire rate factor if D doubles at fixed sigma1: 1.260
checks complete
```
